# How many defect displacements fix a diffusivity to five percent?: a numerical check

```python
# Result under test: N independent 3D Gaussian displacements r, with component
# variance 2 D t, give D_hat = sum(r^2)/(6 N t) a relative standard error
# sqrt(2/(3N)); a relative standard error eps = 0.05 needs N = 2/(3 eps^2).
# D: diffusivity, t: window time, m: mean number of hops in a window.
# Lengths in nm, times in ns, energies in eV unless a name says otherwise.
import math
import numpy as np
from scipy import constants, integrate, stats

rng = np.random.default_rng(20417)
eps = 0.05
needed_exact = 2 / (3 * eps**2)
needed = math.ceil(needed_exact)

# Moments and Fisher information by quadrature of the radial density
D_test, t_test = 0.7, 1.9


def log_density(r, D):
    return -1.5 * math.log(4 * math.pi * D * t_test) - r*r / (4*D*t_test)


def average(function):
    top = 14 * math.sqrt(2 * D_test * t_test)
    return integrate.quad(
        lambda r: 4 * math.pi * r*r * math.exp(log_density(r, D_test))
        * function(r), 0, top, epsabs=1e-11, epsrel=1e-10, limit=200)[0]


second = average(lambda r: r**2)
fourth = average(lambda r: r**4)
single_relative_variance = fourth / second**2 - 1
assert abs(second / (6 * D_test * t_test) - 1) < 1e-8
assert abs(single_relative_variance - 2 / 3) < 1e-8
assert math.sqrt(single_relative_variance / needed) <= eps
assert math.sqrt(single_relative_variance / (needed - 1)) > eps
step = 1e-4


def score(r):
    return (log_density(r, D_test + step)
            - log_density(r, D_test - step)) / (2 * step)


information = average(lambda r: score(r)**2)
assert abs(information * D_test**2 - 1.5) < 1e-5

# Repeated Gaussian experiments against the chi-squared law
repeats = 10000
estimates = np.empty(repeats)
for start in range(0, repeats, 1000):
    x = rng.normal(size=(1000, needed, 3)) * math.sqrt(2*D_test*t_test)
    estimates[start:start + 1000] = (
        np.sum(x*x, axis=(1, 2)) / (6 * needed * t_test * D_test))
sampled_error = estimates.std(ddof=1)
assert abs(estimates.mean() - 1) < 0.003
assert abs(sampled_error / math.sqrt(2 / (3 * needed)) - 1) < 0.04


def probability_within(number):
    dof = 3 * number
    return (stats.chi2.cdf(dof * (1 + eps), dof)
            - stats.chi2.cdf(dof * (1 - eps), dof))


coverage = probability_within(needed)
sampled_coverage = np.mean(np.abs(estimates - 1) < eps)
assert abs(sampled_coverage - coverage) < 0.025
needed_95 = needed
while probability_within(needed_95) < 0.95:
    needed_95 += 1

# Subtracting an unknown common drift, tested on small samples
small = 5
x = rng.normal(size=(100000, small, 3)) + np.array([2.0, -1.0, 0.5])
x -= x.mean(axis=1, keepdims=True)
small_estimates = np.sum(x*x, axis=(1, 2)) / (3 * (small - 1))
assert abs(small_estimates.mean() - 1) < 0.01
assert abs(small_estimates.var() / (2 / (3 * (small - 1))) - 1) < 0.04
needed_drift = math.ceil(needed_exact + 1)

# Silicon self-interstitial example: rough typical inputs
lattice = 0.543
barrier = 0.8
attempt_per_s = 5e12
temperature = constants.zero_Celsius + 1000
window = 10.0
kT = constants.k * temperature / constants.e
hop_length = math.sqrt(3) * lattice / 4
hop_rate = 4 * attempt_per_s * 1e-9 * math.exp(-barrier / kT)
m = hop_rate * window
D = hop_rate * hop_length**2 / 6
D_cm2_s = D * 1e-14 / 1e-9
rms = math.sqrt(6 * D * window)
needed_hops_exact = (2 / 3 + 1 / m) / eps**2
needed_hops = math.ceil(needed_hops_exact)

hops_A = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
hops_A = hops_A * hop_length / math.sqrt(3)

# Every path of up to nine hops, alternating between the two site types
positions = np.zeros((1, 3))
moments = [(0.0, 0.0)]
for n in range(1, 10):
    hops = hops_A if n % 2 else -hops_A
    positions = (positions[:, None, :] + hops[None, :, :]).reshape(-1, 3)
    squared = np.sum(positions**2, axis=1)
    moments.append((squared.mean(), np.mean(squared**2)))
    ratio = moments[-1][1] / moments[-1][0]**2 - 1
    assert abs(ratio - (2 / 3) * (1 - 1 / n)) < 1e-10
few = 0.5
weights = stats.poisson.pmf(np.arange(10), few)
mean_2, mean_4 = weights @ np.array(moments)
assert abs(mean_4 / mean_2**2 - 1 - (2 / 3 + 1 / few)) < 1e-5

# Exponential waiting times give Poisson hop counts in the window
waits = rng.exponential(1 / hop_rate, size=(20000, int(2 * m) + 20))
counts = np.sum(np.cumsum(waits, axis=1) < window, axis=1)
assert abs(counts.mean() / m - 1) < 0.01
assert abs(counts.var() / m - 1) < 0.06
del waits


def sample_walks(number, force_over_kT):
    """Lattice displacements; force along x, in units of kT per nm."""
    factors = np.exp(hops_A[:, 0] * force_over_kT / 2)
    back = np.exp(-hops_A[:, 0] * force_over_kT / 2)
    # for a force along x both site types have the same total rate
    assert abs(factors.sum() - back.sum()) < 1e-12
    n = rng.poisson(m * factors.mean(), size=number)
    from_A = rng.multinomial((n + 1) // 2, factors / factors.sum())
    from_B = rng.multinomial(n // 2, back / back.sum())
    return from_A @ hops_A - from_B @ hops_A


groups = 2000
walks = sample_walks(groups * needed_hops, 0.0)
walk_D = np.sum(walks**2, axis=1) / (6 * window)
group_D = walk_D.reshape(groups, needed_hops).mean(axis=1)
walk_error = group_D.std(ddof=1) / D
assert abs(group_D.mean() / D - 1) < 0.006
assert abs(walk_error / eps - 1) < 0.08

# Windows from one trajectory that overlap by half


def overlap_error(number):
    return math.sqrt(2 / (3 * number) * (1.5 - 0.5 / number))


needed_overlap = needed
while overlap_error(needed_overlap) > eps:
    needed_overlap += 1
overlap_estimates = []
for _ in range(5):
    halves = rng.normal(size=(1000, needed_overlap + 1, 3))
    halves *= math.sqrt(D * window)
    x = halves[:, 1:] + halves[:, :-1]
    overlap_estimates.append(
        np.sum(x*x, axis=(1, 2)) / (6 * needed_overlap * window * D))
overlap_sampled = np.concatenate(overlap_estimates).std(ddof=1)
assert abs(overlap_sampled / overlap_error(needed_overlap) - 1) < 0.05
time_separate = needed * window / 1000
time_overlap = (needed_overlap + 1) * window / 2000

# A fraction of defects trapped throughout the window
trapped = 0.10
trap_variance = (5 / 3) / (1 - trapped) - 1
x = rng.normal(size=(1000000, 3))
squared = np.sum(x*x, axis=1) * (rng.random(1000000) > trapped)
assert abs(squared.mean() / 3 - (1 - trapped)) < 0.005
assert abs(squared.var() / squared.mean()**2 / trap_variance - 1) < 0.02
needed_trap = math.ceil(trap_variance / eps**2)

# Electric drift: tested on the biased lattice walk at four times the field
charge = 2
field_MV_cm = 0.1
force_over_kT = charge * field_MV_cm * 0.1 / kT
drift = D * window * force_over_kT
drift_bias = drift**2 / (6 * D * window)
biased = sample_walks(400000, 4 * force_over_kT)
assert abs(biased[:, 0].mean() / (4 * drift) - 1) < 0.03
measured_bias = np.mean(np.sum(biased**2, axis=1)) / (6*D*window) - 1
assert abs(measured_bias / (16 * drift_bias) - 1) < 0.12

# Input errors that change D itself
temperature_shift = eps * kT * temperature / barrier
kT_shifted = constants.k * (temperature + temperature_shift) / constants.e
shifted_ratio = math.exp(-barrier / kT_shifted + barrier / kT)
assert abs(shifted_ratio - (1 + eps)) < 0.003
barrier_error = 0.1
barrier_factor = math.exp(barrier_error / kT)
barrier_shift_meV = 1000 * kT * math.log(1 + eps)

print(f"target relative standard error: {100*eps:.1f} %")
print(f"relative variance of one r^2 (quadrature): "
      f"{single_relative_variance:.6f}")
print(f"required N before rounding: {needed_exact:.2f}")
print(f"required N, Gaussian: {needed}")
print(f"degrees of freedom 3N: {3*needed}")
print(f"sampled standard error at this N: {100*sampled_error:.2f} %")
print(f"Fisher information times D^2: {information*D_test**2:.5f}")
print(f"chi-squared probability within 5 %: {coverage:.4f}")
print(f"sampled probability within 5 %: {sampled_coverage:.4f}")
print(f"N for 95 % probability within 5 %: {needed_95}")
print(f"N if common drift is subtracted: {needed_drift}")
print(f"lattice constant: {lattice:.3f} nm")
print(f"migration barrier: {barrier:.2f} eV")
print(f"attempt frequency per direction: {attempt_per_s:.1e} 1/s")
print(f"temperature: {temperature:.2f} K")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"window time: {window:.1f} ns")
print(f"hop length: {hop_length:.4f} nm")
print(f"total hop rate: {hop_rate:.3f} 1/ns")
print(f"mean hops per window: {m:.1f}")
print(f"diffusivity: {D:.4f} nm^2/ns")
print(f"diffusivity converted: {D_cm2_s:.3e} cm^2/s")
print(f"rms displacement per window: {rms:.3f} nm")
print(f"N with finite hops before rounding: {needed_hops_exact:.2f}")
print(f"N with finite hops: {needed_hops}")
print(f"lattice-walk groups sampled: {groups}")
print(f"lattice-walk sampled standard error: {100*walk_error:.2f} %")
print(f"total time, {needed} separate windows: {time_separate:.3f} us")
print(f"N for half-overlapping windows: {needed_overlap}")
print(f"sampled error, half overlap: {100*overlap_sampled:.2f} %")
print(f"total time, half-overlapping windows: {time_overlap:.3f} us")
print(f"error if {needed} windows overlap by half: "
      f"{100*overlap_error(needed):.2f} %")
print(f"trapped fraction: {100*trapped:.0f} %")
print(f"relative variance of one r^2 with traps: {trap_variance:.4f}")
print(f"N with trapped defects: {needed_trap}")
print(f"defect charge: {charge} e")
print(f"electric field: {field_MV_cm:.2f} MV/cm")
print(f"drift per window: {drift:.3f} nm")
print(f"upward bias of D from drift: {100*drift_bias:.2f} %")
print(f"temperature error changing D by 5 %: {temperature_shift:.1f} K")
print(f"barrier error changing D by 5 %: {barrier_shift_meV:.2f} meV")
print(f"assumed barrier error: {barrier_error:.2f} eV")
print(f"factor in D from that barrier error: {barrier_factor:.2f}")
print("every check passed")
```

Printed output:

```
target relative standard error: 5.0 %
relative variance of one r^2 (quadrature): 0.666667
required N before rounding: 266.67
required N, Gaussian: 267
degrees of freedom 3N: 801
sampled standard error at this N: 4.96 %
Fisher information times D^2: 1.50000
chi-squared probability within 5 %: 0.6832
sampled probability within 5 %: 0.6833
N for 95 % probability within 5 %: 1025
N if common drift is subtracted: 268
lattice constant: 0.543 nm
migration barrier: 0.80 eV
attempt frequency per direction: 5.0e+12 1/s
temperature: 1273.15 K
thermal energy kT: 0.1097 eV
window time: 10.0 ns
hop length: 0.2351 nm
total hop rate: 13.621 1/ns
mean hops per window: 136.2
diffusivity: 0.1255 nm^2/ns
diffusivity converted: 1.255e-06 cm^2/s
rms displacement per window: 2.744 nm
N with finite hops before rounding: 269.60
N with finite hops: 270
lattice-walk groups sampled: 2000
lattice-walk sampled standard error: 5.00 %
total time, 267 separate windows: 2.670 us
N for half-overlapping windows: 400
sampled error, half overlap: 5.02 %
total time, half-overlapping windows: 2.005 us
error if 267 windows overlap by half: 6.12 %
trapped fraction: 10 %
relative variance of one r^2 with traps: 0.8519
N with trapped defects: 341
defect charge: 2 e
electric field: 0.10 MV/cm
drift per window: 0.229 nm
upward bias of D from drift: 0.70 %
temperature error changing D by 5 %: 8.7 K
barrier error changing D by 5 %: 5.35 meV
assumed barrier error: 0.10 eV
factor in D from that barrier error: 2.49
every check passed
```
